# Finite-difference weights on cubic and hexagonal k meshes

## Problem

The centre and the spread of a Wannier function are position averages. In a crystal, position acts as a derivative with respect to the wave vector $\mathbf k$, but a calculation supplies the Bloch states only on a uniform mesh of $\mathbf k$ points. One way to approximate the derivative is to combine differences between neighbouring points:

$$
\nabla f(\mathbf k)\approx\sum_{\mathbf b} w_b\,\mathbf b\,\bigl[f(\mathbf k+\mathbf b)-f(\mathbf k)\bigr]. \qquad (1)
$$

The vectors $\mathbf b$ join a mesh point to chosen neighbours, and $w_b$ are weights to be found. A shell is a set of neighbours related by the symmetry of the mesh. All its vectors have the same length and receive the same weight. Each shell contains $-\mathbf b$ along with $\mathbf b$.

1. What condition must the weights satisfy for (1) to be correct for every linear function?
2. The mesh is a simple cubic, body-centred cubic (bcc) or face-centred cubic (fcc) lattice, with $Z=6$, 8 or 12 nearest neighbours at distance $b$. Show that this one shell is enough, and find its weight.
3. In a hexagonal mesh each point has six in-plane neighbours at distance $p$ and two vertical ones at distance $q$. Show that neither shell is enough alone, and find the two weights.
4. Evaluate the weights for cubic crystals of edge 4 Å with 10 divisions along each primitive reciprocal vector, and for a hexagonal crystal with $a=3$ Å, $c=5$ Å and a $12\times12\times8$ mesh. Test the hexagonal weights on a band gradient and on a Wannier spread.

The algebra is in atomic units. No physical constant enters the weights, so their formulas hold in any unit of length. Numbers are given in eV and Å.

## First estimate by scaling

Shrink all mesh vectors by a factor $\lambda$. For a smooth $f$, the difference in (1) shrinks by $\lambda$, and so does the prefactor $\mathbf b$. The gradient must stay the same, so $w_b$ must grow as $\lambda^{-2}$. Hence $w\propto 1/b^2$.

The number of neighbours sets the prefactor roughly. For $f=\mathbf g\cdot\mathbf k$, one neighbour contributes $w\,\mathbf b\,(\mathbf b\cdot\mathbf g)$, a vector of length at most $wb^2|\mathbf g|$. If all $Z$ neighbours contributed this much along $\mathbf g$, they would produce $Zwb^2|\mathbf g|$, which should equal $|\mathbf g|$. This gives

$$
w_{\text{est}}=\frac{1}{Zb^2}. \qquad (2)
$$

The estimate ignores the directions of the neighbours. A vector at an angle to $\mathbf g$ contributes less, so for one shell with a positive weight, (2) is a lower bound. For the hexagonal mesh we apply it to each shell separately: $1/(6p^2)$ for in-plane gradients and $1/(2q^2)$ for vertical ones.

## Exact solution

### The condition on the weights

Insert $f(\mathbf k)=f_0+\mathbf g\cdot\mathbf k$, whose gradient is $\mathbf g$. The constant cancels in the difference, leaving $f(\mathbf k+\mathbf b)-f(\mathbf k)=\mathbf g\cdot\mathbf b$. Component $\alpha$ of (1) becomes

$$
g_\alpha=\sum_\beta\Bigl(\sum_{\mathbf b}w_b\,b_\alpha b_\beta\Bigr)g_\beta .
$$

This must hold for every $\mathbf g$. Choosing $\mathbf g$ along each axis in turn fixes every element of the bracket:

$$
\sum_{\mathbf b}w_b\,b_\alpha b_\beta=\delta_{\alpha\beta}. \qquad (3)
$$

Conversely, (3) makes (1) correct for every linear function. It is called the completeness condition.

For a general smooth $f$, the Taylor series of the difference is

$$
f(\mathbf k+\mathbf b)-f(\mathbf k)=(\mathbf b\cdot\nabla)f+\tfrac12(\mathbf b\cdot\nabla)^2f+\tfrac16(\mathbf b\cdot\nabla)^3f+\dots
$$

After multiplication by $w_b\mathbf b$, the first term gives the gradient. The second is odd in $\mathbf b$ and cancels between $\mathbf b$ and $-\mathbf b$. The leading error is therefore

$$
\frac16\sum_{\mathbf b}w_b\,\mathbf b\,(\mathbf b\cdot\nabla)^3f .
$$

It contains four factors of $b$ and a weight of order $b^{-2}$, so it is of order $b^2$. Halving the mesh spacing divides this leading error by four.

### Cubic meshes

Define the shell tensor $T_{\alpha\beta}=\sum_{\mathbf b}b_\alpha b_\beta$, summed over one shell. Condition (3) with one shell reads $wT_{\alpha\beta}=\delta_{\alpha\beta}$.

Each of the three nearest-neighbour shells is mapped onto itself by two kinds of operation.

- The reflection $x\to-x$ only reorders the vectors, so it leaves $T_{xy}$ unchanged. It also reverses the sign of every product $b_xb_y$. Hence $T_{xy}=-T_{xy}=0$. The same reflection gives $T_{xz}=0$, and $y\to-y$ gives $T_{yz}=0$.
- The cyclic exchange $x\to y\to z\to x$ also only reorders the vectors, so $T_{xx}=T_{yy}=T_{zz}$.

The sum of the diagonal elements is $\sum_{\mathbf b}(b_x^2+b_y^2+b_z^2)=Zb^2$. Each element is one third of this:

$$
T_{\alpha\beta}=\frac{Zb^2}{3}\,\delta_{\alpha\beta},
\qquad
w=\frac{3}{Zb^2}. \qquad (4)
$$

One shell is enough, and its weight is unique. The explicit vectors confirm this, with $h$ a length that sets the mesh scale:

- Simple cubic, $(\pm h,0,0)$ and permutations: $Z=6$, $b^2=h^2$. Two vectors have an $x$ component, so $T_{xx}=2h^2$ and $w=1/(2h^2)$.
- Body-centred, $(\pm h,\pm h,\pm h)$: $Z=8$, $b^2=3h^2$. All eight contribute $h^2$, so $T_{xx}=8h^2$ and $w=1/(8h^2)$.
- Face-centred, $(\pm h,\pm h,0)$ and permutations: $Z=12$, $b^2=2h^2$. Eight of the twelve have an $x$ component, so $T_{xx}=8h^2$ and $w=1/(8h^2)$.

Formula (4) gives the same three values.

The lattice meant here is that of the mesh, which is a scaled copy of the reciprocal lattice. An fcc crystal has a bcc mesh with $Z=8$, and a bcc crystal has an fcc mesh with $Z=12$.

Equal divisions along the three primitive reciprocal vectors guarantee such a scaled copy. Unequal divisions can destroy the cubic symmetry of the mesh, and one shell may then no longer be enough. In a simple cubic crystal with a $10\times10\times8$ mesh, the spacing along $z$ is the largest. The nearest shell then has four vectors, all in the $xy$ plane, so $T_{zz}=0$ and no weight can satisfy (3).

### Hexagonal mesh

Take the lattice vectors

$$
\mathbf a_1=(a,0,0),\quad \mathbf a_2=\Bigl(-\frac a2,\frac{\sqrt3a}{2},0\Bigr),\quad \mathbf a_3=(0,0,c).
$$

The reciprocal vectors, defined by $\mathbf G_i\cdot\mathbf a_j=2\pi\delta_{ij}$, are

$$
\mathbf G_1=\frac{2\pi}{a}\Bigl(1,\frac1{\sqrt3},0\Bigr),\quad
\mathbf G_2=\frac{2\pi}{a}\Bigl(0,\frac2{\sqrt3},0\Bigr),\quad
\mathbf G_3=\frac{2\pi}{c}(0,0,1).
$$

The first two have length $4\pi/(\sqrt3a)$ and enclose an angle of 60°. With $N$ divisions along each of them and $M$ along $\mathbf G_3$, the in-plane neighbours are $\pm\mathbf G_1/N$, $\pm\mathbf G_2/N$ and $\pm(\mathbf G_1-\mathbf G_2)/N$. These are six vectors 60° apart. The two neighbour distances are

$$
p=\frac{4\pi}{\sqrt3\,aN},\qquad q=\frac{2\pi}{cM}. \qquad (5)
$$

Write the in-plane vectors as $p(\cos\theta_j,\sin\theta_j,0)$ with $\theta_j=\theta_0+j\pi/3$ and $j=0,\dots,5$. Then

$$
\sum_j\cos^2\theta_j=\sum_j\frac{1+\cos2\theta_j}{2}=3,\qquad
\sum_j\sin^2\theta_j=3,\qquad
\sum_j\sin\theta_j\cos\theta_j=\frac12\sum_j\sin2\theta_j=0 .
$$

The sums of $\cos2\theta_j$ and $\sin2\theta_j$ vanish because the angles $2\theta_j$ run twice through three directions 120° apart, whose unit vectors add to zero. The shell tensors are therefore

$$
T^{(p)}=3p^2\,\mathrm{diag}(1,1,0),\qquad T^{(q)}=2q^2\,\mathrm{diag}(0,0,1).
$$

The in-plane shell gives no information about the vertical derivative, and the vertical pair gives none about the in-plane derivatives. Neither can satisfy (3) alone. Together they give one equation for each weight, $3p^2w_p=1$ and $2q^2w_q=1$, so

$$
w_p=\frac1{3p^2}=\frac{a^2N^2}{16\pi^2},\qquad
w_q=\frac1{2q^2}=\frac{c^2M^2}{8\pi^2}. \qquad (6)
$$

Three special ratios of $p$ to $q$ show what "two weights" means.

- If $p=q$, all eight neighbours have the same length, but (6) still assigns them different weights, $1/(3p^2)$ and $1/(2p^2)$. One common weight for these eight vectors cannot satisfy (3), because their tensor $\mathrm{diag}(3p^2,3p^2,2p^2)$ is not isotropic. If neighbours are grouped by length alone, a further group must be added. The choice is not unique, and the nearest group works: the twelve oblique vectors of length $\sqrt2\,p$, with tensor $\mathrm{diag}(6p^2,6p^2,12p^2)$. Condition (3) then reads $3p^2w_1+6p^2w_2=1$ and $2p^2w_1+12p^2w_2=1$, so $w_1=1/(4p^2)$ and $w_2=1/(24p^2)$.
- If $3p^2=2q^2$, the two weights happen to be equal.
- If $p^2=2q^2$, a more distant shell suffices alone. It has twelve oblique vectors, each an in-plane neighbour vector plus or minus the vertical one. Its tensor is $\mathrm{diag}(6p^2,6p^2,12q^2)$, which is isotropic at this ratio.

## Numbers

For the cubic crystals, $h=2\pi/(4\times10)=0.15708$ Å⁻¹. The neighbour distances are $h$, $\sqrt3h=0.27207$ Å⁻¹ and $\sqrt2h=0.22214$ Å⁻¹ for the sc, bcc and fcc meshes. For the sc mesh, for example,

$$
w=\frac{3}{6\times(0.15708)^2}=20.26\ \text{Å}^2 .
$$

The other two meshes both give 5.066 Å², a quarter of this, as $1/(8h^2)$ requires.

For the hexagonal crystal, (5) gives $p=0.20153$ Å⁻¹ and $q=0.15708$ Å⁻¹. Hence

$$
w_p=\frac1{3\times(0.20153)^2}=8.207\ \text{Å}^2=29.31\ \text{bohr}^2,
$$

$$
w_q=\frac1{2\times(0.15708)^2}=20.26\ \text{Å}^2=72.36\ \text{bohr}^2 .
$$

## Comparison of the estimate with the exact weights

| Shell | $1/(Zb^2)$ (Å²) | exact $w$ (Å²) | ratio |
|---|---|---|---|
| sc mesh, $Z=6$ | 6.75 | 20.26 | 3 |
| bcc mesh, $Z=8$ | 1.69 | 5.07 | 3 |
| fcc mesh, $Z=12$ | 1.69 | 5.07 | 3 |
| hexagonal, in-plane | 4.10 | 8.21 | 2 |
| hexagonal, vertical | 20.26 | 20.26 | 1 |

The scaling with $b$ and $Z$ is right, and the missing factor is the number of dimensions $d$ that the shell spans. To see why, take the trace of (3) within the space spanned by the shell. For the shells in the table, no other shell has components in that space: the cubic meshes use one shell, and the two hexagonal shells are perpendicular to each other. The left side is then $Zwb^2$ and the right side is $d$, so $w=d/(Zb^2)$. If shells that share directions are combined, this rule does not hold. The squared length of the neighbours is shared among $d$ directions, whereas (2) credited all of it to one. For the vertical pair there is nothing to share, and the estimate is exact.

The trace alone does not guarantee a correct formula. Suppose all eight hexagonal neighbours receive one common weight chosen to give the full trace of 3:

$$
\bar w=\frac{3}{6p^2+2q^2}=10.24\ \text{Å}^2 .
$$

The left side of (3) is then $\mathrm{diag}(3p^2\bar w,\,3p^2\bar w,\,2q^2\bar w)=\mathrm{diag}(1.247,\,1.247,\,0.505)$. The trace is right but the tensor is not isotropic. As the mesh is refined at fixed $p/q$, these three numbers do not change, so the error remains.

### Test on a band gradient

Consider the tight-binding band

$$
E(\mathbf k)=-2\sum_j t_j\cos(\mathbf k\cdot\mathbf R_j),\qquad
\nabla E=2\sum_jt_j\mathbf R_j\sin(\mathbf k\cdot\mathbf R_j),
$$

with $\mathbf R_j=\mathbf a_1,\ \mathbf a_2,\ \mathbf a_1+\mathbf a_2$ and $\mathbf a_3$. The hopping is 1.0 eV for the three in-plane vectors and 0.3 eV for the vertical one. At $\mathbf k=(0.30,0.20,0.25)$ Å⁻¹ the results, in eV Å, are:

- exact gradient: $(6.965,\ 4.647,\ 2.847)$
- weights (6), given mesh: $(6.651,\ 4.437,\ 2.563)$
- weights (6), half the spacing: $(6.886,\ 4.594,\ 2.774)$
- common weight $\bar w$, spacing divided by 100: $(8.688,\ 5.796,\ 1.438)$

The error with the correct weights can be derived in full for this band. Expand $\cos(\mathbf k\cdot\mathbf R+\mathbf b\cdot\mathbf R)$. Its part even in $\mathbf b$ cancels in (1), as does $E(\mathbf k)$, because both are multiplied by $\mathbf b$ and summed over $\pm\mathbf b$. One hopping vector $\mathbf R$ then contributes

$$
2t\sin(\mathbf k\cdot\mathbf R)\sum_{\mathbf b}w_b\,\mathbf b\,\sin(\mathbf b\cdot\mathbf R).
$$

For the vectors used here, $\mathbf b\cdot\mathbf R$ takes only the values $0$ and $\pm x$, with $x=2\pi/N$ in the plane and $x=2\pi/M$ along the axis. For these values $\sin(\mathbf b\cdot\mathbf R)=(\mathbf b\cdot\mathbf R)\,\sin x/x$. By (3), the sum is then $\mathbf R\sin x/x$, so each exact contribution is multiplied by $\sin x/x$.

With $N=12$ the factor is 0.955, and $6.965\times0.955=6.65$. With $M=8$ it is 0.900, and $2.847\times0.900=2.56$. Both agree with the mesh result.

The length of the error vector falls from 0.472 to 0.120 eV Å when the spacing is halved. The ratio is 3.94, close to the factor of four expected from the leading error. The common weight instead approaches the exact components multiplied by 1.247, 1.247 and 0.505, for instance $2.847\times0.505=1.44$ for the last.

### Test on a Wannier spread

Let a real, normalized Wannier function $\phi(\mathbf r)$ be proportional to $z(1-r^2/R^2)$ inside a sphere of radius $R=1.2$ Å and zero outside. Its copies in other cells are at least 3 Å away, more than $2R$, so they do not overlap.

The periodic part of the Bloch function is $u_{\mathbf k}(\mathbf r)=\sum_{\mathbf L}e^{-i\mathbf k\cdot(\mathbf r-\mathbf L)}\phi(\mathbf r-\mathbf L)$, summed over lattice vectors $\mathbf L$. In the overlap of $u_{\mathbf k}$ with $u_{\mathbf k+\mathbf b}$ over one cell, products of different copies vanish. The remaining terms join into one integral over all space:

$$
M_{\mathbf b}=\int|\phi(\mathbf r)|^2e^{-i\mathbf b\cdot\mathbf r}\,d^3r
=1-\tfrac12\langle(\mathbf b\cdot\mathbf r)^2\rangle+O(b^4).
$$

Odd powers are absent because $|\phi|^2$ is even in $\mathbf r$. Squaring gives $1-|M_{\mathbf b}|^2=\langle(\mathbf b\cdot\mathbf r)^2\rangle+O(b^4)$, and condition (3) then yields

$$
\sum_{\mathbf b}w_b\bigl(1-|M_{\mathbf b}|^2\bigr)
=\sum_{\alpha\beta}\delta_{\alpha\beta}\langle r_\alpha r_\beta\rangle+O(b^2)
=\langle r^2\rangle+O(b^2).
$$

Since the function is centred at the origin, $\langle r^2\rangle$ is its spread. The exact value follows from the radial integrals. The factor $z^2$ in the density and the volume element together give $r^4$, so

$$
\langle r^2\rangle=\frac{\int_0^R r^6(1-r^2/R^2)^2dr}{\int_0^R r^4(1-r^2/R^2)^2dr}
=R^2\,\frac{\frac17-\frac29+\frac1{11}}{\frac15-\frac27+\frac19}
=\frac{5R^2}{11}=0.6545\ \text{Å}^2 .
$$

The given mesh yields 0.6525 Å², which is 0.3% below the exact spread, and half the spacing yields 0.6540 Å². The error falls by a factor of 3.995.

The common weight $\bar w$ tends to a different value. With $\langle x^2\rangle=\langle y^2\rangle=0.1309$ Å² and $\langle z^2\rangle=0.3927$ Å², it gives

$$
2\times1.247\times0.1309+0.505\times0.3927=0.525\ \text{Å}^2,
$$

about 20% below the exact spread. It counts extension along the axis at half its value and in-plane extension at a quarter too much. A minimization of the spread with this weight would therefore compare differently oriented functions on unequal terms.

The numerical check finds the neighbours by enumeration, solves (3) for the weights without using (4) or (6), and then compares them with these formulas.

## Table of computed values

```
cubic edge 4.0 angstrom, divisions 10 per direction
sc crystal, sc mesh: Z = 6, b = 0.15708 1/angstrom, w = 20.2642 angstrom^2
fcc crystal, bcc mesh: Z = 8, b = 0.27207 1/angstrom, w = 5.0661 angstrom^2
bcc crystal, fcc mesh: Z = 12, b = 0.22214 1/angstrom, w = 5.0661 angstrom^2
hexagonal a = 3.0 angstrom, c = 5.0 angstrom, mesh 12 x 12 x 8
in-plane neighbour length p = 0.20153 1/angstrom
vertical neighbour length q = 0.15708 1/angstrom
w_p = 8.2070 angstrom^2 = 29.3078 bohr^2
w_q = 20.2642 angstrom^2 = 72.3649 bohr^2
faulty common weight = 10.2374 angstrom^2
its tensor diagonal (should be 1 1 1): 1.2474 1.2474 0.5052 
hoppings: in-plane 1.0 eV, vertical 0.3 eV
k point: 0.3000 0.2000 0.2500 1/angstrom
gradient, exact: 6.9653 4.6465 2.8470 eV angstrom
gradient, mesh: 6.6514 4.4371 2.5632 eV angstrom
gradient, half spacing: 6.8860 4.5936 2.7743 eV angstrom
gradient, faulty weight, spacing/100: 8.6885 5.7961 1.4383 eV angstrom
gradient error, mesh: 0.4722 eV angstrom
gradient error, half spacing: 0.1198 eV angstrom
sphere radius R = 1.2 angstrom
<x^2> <y^2> <z^2>: 0.1309 0.1309 0.3927 angstrom^2
spread, exact: 0.65455 angstrom^2
spread, mesh: 0.65251 angstrom^2
spread, half spacing: 0.65404 angstrom^2
spread error ratio on halving the spacing: 3.995
spread, faulty weight, spacing/100: 0.52500 angstrom^2
```
